# Choosing an Order-Preserving Implicit Integrator for Step Bunching

A silicon crystal cut slightly off a (111) plane carries a staircase of atomic steps. When a direct current heats it, adatoms drift, and the evenly spaced steps may gather into bunches separated by wide terraces. A simulation then faces two time scales: bunches rearrange over minutes or hours, while a compressed terrace a few nanometres wide relaxes in a fraction of a second. Too large an explicit time step throws one step across its neighbour, after which the equations have no meaning.

The settings that decide the matter are the integrator, its largest time step and its error tolerance. An electronic-structure calculation may supply the repulsion strength used below; these settings belong to the program that moves the steps.

## The equations being integrated

Let straight steps at $x_n$ descend towards $+x$. Terrace $n$ has width $l_n=x_{n+1}-x_n>0$; $N$ steps repeat with period $NL_0$. Nearest neighbours repel with energy per unit step length

$$U=\sum_n A/l_n^2 .$$

Adding one atom of area $\Omega$ advances a unit length of step by $\Omega$. Since $l_n$ shrinks and $l_{n-1}$ grows when $x_n$ increases, the chemical potential is

$$\mu_n=\Omega\frac{\partial U}{\partial x_n}=2A\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right).$$

The equilibrium adatom density at the step is $c_n^{eq}=c_0(1+\mu_n/k_BT)$ for $|\mu_n|\ll k_BT$.

Adatoms diffuse with coefficient $D$, feel a force $\phi k_BT$ towards $+x$, desorb after a time $t_d$, and attach from either side with coefficient $k$. Their flux is $J=D(\phi c-c')$. If $l_n\ll d=D/k$, the term $J/D$ hardly changes $c$ across the terrace, so $c'\simeq\phi c_0$. With mid-terrace density $c_m$, the fluxes into the left and right steps are

$$j_L=k(c_m-\tfrac12c_0\phi l_n-c_n^{eq}),\qquad
j_R=k(c_m+\tfrac12c_0\phi l_n-c_{n+1}^{eq}).$$

Quasi-static balance requires $j_L+j_R=-c_0l_n/t_d$. Hence $2c_m=c_n^{eq}+c_{n+1}^{eq}-c_0l_n/(kt_d)$, and

$$j_L=-\frac{c_0l_n}{2t_d}-\frac{kc_0\phi l_n}{2}+\frac k2(c_{n+1}^{eq}-c_n^{eq}).$$

The flux into step $n$ from terrace $n-1$ has the opposite drift sign. Adding the two and multiplying by $\Omega$ gives

$$\dot x_n=-\frac r2(l_n+l_{n-1})+a(l_{n-1}-l_n)+\frac{K}{2k_BT}(\mu_{n+1}-2\mu_n+\mu_{n-1}),$$

where $r=\Omega c_0/t_d$, $K=\Omega c_0k$ and $a=K\phi/2$.

Write $x_n=nL_0+s(t)+u_n$ with $\sum u_n=0$. Define $(Mu)_n=2u_n-u_{n+1}-u_{n-1}$, $(Cu)_n=-(r/2)(u_{n+1}-u_{n-1})$ and

$$W=\sum_n\frac{\beta}{2l_n^2},\qquad \beta=\frac{KA\Omega}{k_BT}.$$

Then $(\nabla W)_n=\beta(l_n^{-3}-l_{n-1}^{-3})=K\mu_n/(2k_BT)$. The mean moves at $\dot s=-rL_0$, and the remainder obeys

$$\dot u=f(u)=aMu-M\nabla W(u)+Cu. \tag{1}$$

## Where the two time scales come from

For a small wave $u_n\propto e^{iqn}$, $M$ multiplies by $m=2(1-\cos q)$. Expanding $l^{-3}$ about $L_0$ gives $\nabla W\simeq(3\beta/L_0^4)Mu$, so the real part of the growth rate is

$$\sigma=am-3\beta m^2/L_0^4.$$

Desorption contributes only the imaginary part $-ir\sin q$. A step-down force, $a>0$, amplifies long waves; a step-up force damps all of them.

In a bunch the repulsion dominates. The second derivative $H$ of $W$ has norm at most $4\cdot3\beta/l_{\min}^4$, because squared differences of neighbouring displacements sum to at most $4|u|^2$. Since $M$ has norm at most 4, repulsive decay rates are at most $48\beta/l_{\min}^4$. Forward Euler multiplies a mode decaying at rate $\lambda$ by $1-h\lambda$, and so needs $h<2/\lambda$. Halving the narrowest width raises the bound on $\lambda$ sixteenfold.

## Why an implicit stage keeps the order

An implicit stage solves

$$u=R+\tau f(u) \tag{2}$$

for known zero-mean data $R$ and a time $\tau$. For this model there is exactly one ordered solution whenever

$$\tau<\frac1{4a}\qquad(a>0). \tag{3}$$

The data themselves may describe crossed steps.

On zero-mean vectors $M$ is invertible, with eigenvalues between 0 and 4. The components of $\nabla W$ sum to zero, so it lies in this space. Applying $M^{-1}$ to (2) gives

$$Su+\tau\nabla W(u)=b,\quad S=M^{-1}(I-\tau C)-\tau aI,\quad b=M^{-1}R. \tag{4}$$

Both $C$ and $M$ are built from shifts along the train, so they commute. As $C$ is antisymmetric and $M$ symmetric, $M^{-1}C$ is antisymmetric and drops out of the quadratic form:

$$\langle u,Su\rangle=\langle u,M^{-1}u\rangle-\tau a|u|^2\ge\kappa|u|^2,\qquad \kappa=\tfrac14-\tau a>0.$$

**Uniqueness.** The function $1/l^2$ is convex for $l>0$, and widths are linear in $u$, so $W$ is convex on ordered states. If $u$ and $v$ both solve (4), subtract the equations and take the product with $u-v$:

$$\langle u-v,S(u-v)\rangle+\tau\langle u-v,\nabla W(u)-\nabla W(v)\rangle=0.$$

The second term is not negative and the first is at least $\kappa|u-v|^2$. Hence $u=v$.

**Existence.** Replace $b$ by $\theta b$. At $\theta=0$ the even train $u=0$ is a solution. The Jacobian $S+\tau H$ has a quadratic form of at least $\kappa|w|^2$, so it is invertible and the solution continues smoothly in $\theta$. The continuation could stop before $\theta=1$ only if $u$ ran to infinity or a width reached zero.

The product of (4) with $u$, together with $\nabla W(0)=0$ and convexity, gives $\kappa|u|^2\le|b||u|$, so $|u|\le|b|/\kappa$. Then (4) bounds the repulsion:

$$|\nabla W|\le g=\frac{|b|}{\tau}\left(1+\frac{\|S\|}{\kappa}\right).$$

Some terrace is at least $L_0$ wide. Going from it to the narrowest terrace by the shorter way crosses at most $N/2$ steps. At each crossing $l^{-3}$ changes by a component of $\nabla W/\beta$. The Cauchy–Schwarz inequality gives

$$\frac1{l_{\min}^3}\le\frac1{L_0^3}+\sqrt{\frac N2}\,\frac g\beta .$$

Widths therefore stay away from zero and the path reaches $\theta=1$. The restriction (3) comes from the slow drive; neither $\beta$ nor the narrowest width enters it.

For a step-up force, $-\tau a$ is positive and $\kappa\ge1/4$: every $\tau>0$ gives a unique ordered solution, and accuracy alone limits the step.

For a step-down force, uniqueness can fail beyond (3). Take $R=0$, even $N$ and $u_n=\pm s$ alternately. Then $Cu=0$, $Mu=4u$, and the widths are $L_0\mp2s$, so (2) becomes

$$s=4\tau\{as-\beta[(L_0-2s)^{-3}-(L_0+2s)^{-3}]\}.$$

The bracket starts as $12s/L_0^4$ and grows faster than linearly. A nonzero root thus appears once $\tau(4a-48\beta/L_0^4)>1$. For wide initial terraces this threshold tends to $1/(4a)$, so for even $N$ (3) cannot be relaxed without bringing in $\beta$ and $L_0$. For odd $N$ the largest eigenvalue of $M$ is $2+2\cos(\pi/N)<4$, and the same proof allows $\tau a<1/[2+2\cos(\pi/N)]$, a gain that vanishes as $N$ grows.

## A second-order method built from these stages

Use two implicit stages with the same coefficient:

$$U_1=u+\gamma hf(U_1),$$
$$U_2=u+(1-\gamma)hf(U_1)+\gamma hf(U_2),\qquad u_{new}=U_2.$$

Each has the form (2) with $\tau=\gamma h$. The data of the second may be crossed, but its solution is not. Because the new state is itself a stage solution, the completed step is ordered.

To find $\gamma$, insert $U_1=u+\gamma hf+O(h^2)$ and $U_2=u+hf+O(h^2)$ into the last line:

$$u_{new}=u+hf+h^2f'f[(1-\gamma)\gamma+\gamma]+O(h^3).$$

The exact solution has $h^2f'f/2$, so $2\gamma-\gamma^2=1/2$. The smaller root is $\gamma=1-1/\sqrt2\simeq0.293$.

For $\dot y=\lambda y$ and $z=h\lambda$, eliminating the first stage gives the factor per step

$$Q(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}.$$

On $z=iy$, the squared modulus of the denominator minus that of the numerator is

$$(1+\gamma^2y^2)^2-1-(1-2\gamma)^2y^2=(-2\gamma^2+4\gamma-1)y^2+\gamma^4y^4=\gamma^4y^4 .$$

So $|Q|\le1$ on the imaginary axis. The pole lies at $z=1/\gamma>0$ and $Q\to0$ at infinity; the maximum principle gives $|Q|\le1$ for all decaying modes. Very fast modes are removed rather than left ringing.

## Solving the stage

Let $F(u)=u-R-\tau f(u)$. Newton's correction obeys $(I-\tau f')\delta=-F$, with $f'=aM-MH+C$. Start from an ordered state, limit the correction so that no terrace loses more than 90% of its width, and halve the fraction $\eta$ taken until

$$|F(u+\eta\delta)|\le(1-10^{-4}\eta)|F(u)|.$$

This converges under (3). Any state met on the way solves the stage equation with data $R+F$ in place of $R$. Since $|F|$ never rises, the earlier bounds confine all iterates to a closed, bounded set with widths above a positive floor. There the inverse Jacobian and second derivatives are bounded, so $|F(u+\eta\delta)|\le(1-\eta)|F|+B\eta^2|F|^2$ with a fixed $B$. An acceptable $\eta$ then has a positive lower limit, and $|F|$ falls to zero.

## Error control for narrow terraces

An error of 1 nm is harmless on a wide terrace and ruinous on one 4 nm wide. The error should therefore be measured relative to each width.

Take one step $h$ and, separately, two steps $h/2$. If the first has local error $Eh^3$, the second has $2E(h/2)^3=Eh^3/4$ at leading order. Their difference is three times the error of the finer result:

$$\epsilon=\frac13\max_n\frac{|l_n^{fine}-l_n^{coarse}|}{l_n^{fine}} .$$

Accept the finer result if $\epsilon$ is below the tolerance, and multiply $h$ by $0.9(\text{tolerance}/\epsilon)^{1/3}$, held between 0.3 and 2. The finer result is ordered whatever $\epsilon$ is. The estimate holds at leading order only. In the silicon run below it is within about 12% of the true one-step error between 0.5 and 2 h, but for a 222 s step in the final state, where $h\lambda\approx5500$, it is too small by about a factor of 2.

The tolerance limits the error of one step, not of the whole run. Since $h$ scales as tolerance$^{1/3}$ and the accumulated error as $h^2$, a hundredfold smaller tolerance should reduce the latter by about $100^{2/3}\simeq22$. For the silicon example below, widths at 600 s were compared with those from an explicit eighth-order Runge–Kutta solution at relative tolerance $10^{-10}$. The largest relative difference was $1.3\times10^{-3}$ at tolerance $10^{-4}$ and $8\times10^{-5}$ at $10^{-6}$, a factor of 16.

## How narrow will a bunch become?

The narrowest width can be estimated for a bunch of given size. Without desorption, a stationary state has $M(au-\nabla W)=0$, hence $\nabla W=au$. Put $y_n=l_n^{-3}$ and subtract this relation at step $n$ from that at $n+1$:

$$\beta(y_{n+1}-2y_n+y_{n-1})=a(l_n-L_0).$$

Inside a bunch $l_n\ll L_0$, so the right side is nearly $-aL_0$. On the wide terraces at either end $y\simeq0$. For a single bunch of $N$ steps the solution is $y_j=(aL_0/2\beta)j(N-j)$, as the second difference of $j(N-j)$ is $-2$. At the centre

$$l_{\min}\simeq\left(\frac{8\beta}{aL_0N^2}\right)^{1/3}
=\left(\frac{16A\Omega}{\phi k_BT\,L_0N^2}\right)^{1/3}. \tag{5}$$

The kinetic coefficient $K$ has cancelled: it sets the pace, not this width. The bound on the fastest rate grows as $l_{\min}^{-4}\propto N^{8/3}$.

Relaxing (1) with $r=0$ and the silicon parameters gives 5.11, 3.15 and 1.96 nm for 12, 24 and 48 steps; (5) gives 4.83, 3.04 and 1.92 nm. The true source $a(L_0-l_n)$ is weaker than $aL_0$, which makes the bunch slightly wider than the estimate.

## Four hours on silicon

Take rough values for Si(111) near 1173 K: $A=0.04$ eV nm, effective adatom charge 0.1, field 7 V/cm, $D=2\times10^9$ nm²/s, $k=2\times10^5$ nm/s, adatom coverage $\Omega c_0=0.05$ and $r=5\times10^{-5}$ bilayer/s. A miscut of 0.5° and a step height of 0.3136 nm give $L_0=35.93$ nm. With $k_BT=0.10108$ eV and $\Omega=0.0639$ nm²,

$$\phi=\frac{0.1\times7\times10^{-7}}{0.10108}=6.925\times10^{-7}\ \text{nm}^{-1},$$
$$K=0.05\times2\times10^5=10^4\ \text{nm/s},\qquad a=\tfrac12K\phi=3.46\times10^{-3}\ \text{s}^{-1},$$
$$\beta=\frac{10^4\times0.04\times0.0639}{0.1011}=253\ \text{nm}^4/\text{s}.$$

The fastest linear growth rate of a 24-step train is $6.59\times10^{-3}$ s$^{-1}$, an e-folding time of 152 s. The stage limit is $1/(4a)=72.2$ s. With a safety factor of 0.9 the largest full step is $0.9\times72.2/0.293\simeq222$ s. At $\tau=2/a$, far beyond the limit, a root finder gives the alternating second solution $s=6.8$ nm besides $s=0$.

The run starts from random widths between 32.7 and 39.3 nm, with tolerance $10^{-4}$. A bunch is counted as a run of terraces narrower than $L_0/2$.

| Time (h) | Bunches | Narrowest (nm) | Widest (nm) |
|---:|---:|---:|---:|
| 0.1 | 0 | 21.1 | 62 |
| 0.5 | 4 | 7.0 | 207 |
| 1 | 3 | 6.8 | 289 |
| 2 | 2 | 4.7 | 390 |
| 4 | 2 | 4.5 | 589 |

Two bunches, of 14 and 10 steps, remain after four hours, separated by terraces of 589 and 140 nm. Putting 14 for $N$ in (5) gives 4.4 nm, close to the computed 4.5 nm although this state is not stationary. Both bunches are tightest on the side facing the wider terrace.

The integrator accepted 183 steps and rejected 29. Each attempt has six stages, at 3.56 Newton iterations per stage: about 4500 linear solves. The fastest decay rate in the final state, from the Jacobian's eigenvalues, is 24.9 s$^{-1}$, so forward Euler would need $h<0.080$ s. From that state, 400 Euler steps at half this limit kept the order; at ten times the limit, steps crossed. Summing $h\lambda/2$ over the accepted steps puts forward Euler's requirement at about $1.2\times10^5$ steps for the run. An Euler step needs no linear solve, so for 24 steps the counts do not by themselves establish a saving in computing time.

## How far the silicon numbers can be trusted

Si(111) in this temperature range does bunch under step-down current, but the direction that causes bunching changes in other ranges, which this model with a fixed positive charge does not explain. The coefficients are uncertain, and the time scale follows $1/K$ when desorption is weak. The width is less sensitive: by (5), doubling $A$ widens the bunch by 26%.

Elastic repulsion also acts beyond nearest neighbours. Summing the inverse-cube forces of all pairs straddling the narrowest terrace, within one period, multiplies the nearest-neighbour force by 1.5. As $l_{\min}^3\propto A$, this suggests a width larger by about 14%, near 5.2 nm.

Diffusion across a terrace adds a resistance $l/D$ to the two attachment resistances $1/k$, which multiplies the exchange by $1/(1+l/2d)$. With $d=10^4$ nm this is a reduction of 3% on the widest terrace; with $d=10^3$ nm it would be 23%. Adatoms swept up by moving steps change the step velocities by a fraction of order the coverage, 5%. These percentages refer to rates. The narrowest width at 4 h stays at 4.5–4.6 nm when they are included, but the wide terraces accumulate the change: the 140 nm terrace becomes 146 nm for $d=10^4$ nm, 191 nm for $d=10^3$ nm, and 120 nm with swept adatoms. Step meandering is left out and has not been sized.

## Choosing the settings

- Choose a stiff implicit method whose final state is itself an implicit stage. Stability alone does not guarantee order.
- For $a>0$, set the largest step below $1/(4a\gamma)$. For $a\le0$, this restriction disappears.
- Control error relative to each terrace width. Start near $10^{-4}$, then reduce the tolerance a hundredfold and compare the quantity of interest: growing modes amplify early errors.
- Use (5) to foresee compression. The bunch size is not known in advance; putting all steps in one bunch gives the fully coarsened value, 3.0 nm for 24 steps against the 4.5 nm reached in four hours. If $l_{\min}$ approaches the atomic row spacing, the continuum model fails before the integrator does. Here it is about 14 spacings.
- If exchange depends on terrace width, as in diffusion-limited growth, $M$ is no longer constant. The proof of (3) then does not apply, and solvability needs a new argument.
